# Terrace width at the crossover from step flow to terrace nucleation: test program

```python
"""
Result under test: on a terrace of width L between perfectly absorbing steps,
the number of stable dimers formed on an L x L patch in one layer time 1/F is
    N = sigma * F * L**6 / (120 * D),
so N = 1 marks the crossover from step flow to terrace nucleation.
Symbols: L terrace width in lattice spacings; F deposition rate per site;
k hop rate per direction (D = k in lattice units); n adatom density per site;
sigma capture number of an adatom pair, expected to follow 2 pi / ln(L / b).
Contact (dimer formation) means same site or nearest-neighbour sites.
"""
import math
import random
from functools import lru_cache

import numpy as np
import scipy.sparse as sp
from scipy.constants import Boltzmann, elementary_charge
from scipy.optimize import brentq
from scipy.sparse.linalg import spsolve


def second_difference(size):
    """Minus the lattice Laplacian with absorbing ends."""
    return sp.diags([-np.ones(size - 1), 2 * np.ones(size), -np.ones(size - 1)],
                    [-1, 0, 1], format="csr")


@lru_cache(maxsize=None)
def pair_rate(L):
    """Dimer rate per unit step length, in units F**2/k, from contact charges."""
    x = np.arange(1, L)
    phi = math.sqrt(2 / L) * np.sin(np.pi * np.outer(x, x) / L)
    lam = 2 - 2 * np.cos(np.pi * x / L)
    lam_pair = (lam[:, None] + lam[None, :]).ravel()
    kappa = np.arccosh(1 + lam_pair / 4)
    g0 = 1 / (4 * np.sinh(kappa))      # Green function along the steps, offset 0
    z = np.exp(-kappa)                 # factor per unit offset
    i, j = np.where(np.abs(x[:, None] - x[None, :]) <= 1)
    same_row = (phi[i][:, :, None] * phi[j][:, None, :]).reshape(len(i), -1)
    next_row = (phi[:, :, None] * phi[:, None, :]).reshape(L - 1, -1)
    g_ss = (same_row * g0) @ same_row.T
    g_sn = (same_row * (g0 * z)) @ next_row.T
    g_nn = (next_row * (g0 * (1 + z**2))) @ next_row.T
    green = np.block([[g_ss, 2 * g_sn], [g_sn.T, g_nn]])
    charge = np.linalg.solve(green, np.ones(len(green)))
    n = x * (L - x) / 2
    q_same, q_next = charge[:len(i)], charge[len(i):]
    return 0.5 * (np.sum(q_same * n[i] * n[j]) + 2 * np.sum(q_next * n**2))


def capture_number(L):
    n = np.arange(1, L) * (L - np.arange(1, L)) / 2
    return pair_rate(L) / np.sum(n**2)


def direct_pair_rate(L, reach):
    """Same rate from the meeting probability on a long finite strip."""
    t = second_difference(L - 1)
    one = sp.identity(L - 1)
    rows = 2 * reach + 1
    a = (sp.kron(sp.kron(t, one), sp.identity(rows))
         + sp.kron(sp.kron(one, t), sp.identity(rows))
         + sp.kron(sp.kron(one, one), 2 * second_difference(rows)))
    x = np.arange(1, L)
    x1, x2, dy = np.meshgrid(x, x, np.arange(-reach, reach + 1), indexing="ij")
    contact = (np.abs(x1 - x2) + np.abs(dy) <= 1).ravel().astype(float)
    a = sp.diags(1 - contact) @ a + sp.diags(contact)
    meet = spsolve(a.tocsc(), contact)
    return np.sum((x1 * (L - x1) / 2).ravel() * meet)


def simulate_dimers(L, length, k_over_f, layers, seed):
    """Kinetic Monte Carlo; counts dimers, removing each one when it forms."""
    rnd = random.Random(seed).random
    deposit_rate = (L - 1) * length / k_over_f
    target = layers * (L - 1) * length
    atoms, deposited, dimers = [], 0, 0
    while deposited < target:
        count = len(atoms)
        r = rnd() * (deposit_rate + 4 * count)
        if r < deposit_rate or count == 0:
            deposited += 1
            i = count
            x, y = 1 + int(rnd() * (L - 1)), int(rnd() * length)
            atoms.append((x, y))
        else:
            code = min(int(r - deposit_rate), 4 * count - 1)
            i, way = code >> 2, code & 3
            x, y = atoms[i]
            if way == 0:
                x += 1
            elif way == 1:
                x -= 1
            elif way == 2:
                y = (y + 1) % length
            else:
                y = (y - 1) % length
            if x == 0 or x == L:
                atoms[i] = atoms[-1]
                atoms.pop()
                continue
            atoms[i] = (x, y)
        if len(atoms) > 1:
            for m, (u, v) in enumerate(atoms):
                if m != i:
                    d = abs(y - v)
                    if abs(x - u) + min(d, length - d) <= 1:
                        dimers += 1
                        atoms = [s for q, s in enumerate(atoms) if q not in (i, m)]
                        break
    return dimers


def moving_step_integral(peclet, points=400):
    """Integral of n**2 for n'' + P n' + 1 = 0 on the unit interval."""
    h = 1 / (points + 1)
    a = (-second_difference(points).toarray() / h**2
         + peclet * (np.eye(points, k=1) - np.eye(points, k=-1)) / (2 * h))
    n = np.linalg.solve(a, -np.ones(points))
    return h * np.sum(n**2)


def critical_width(k_over_f):
    """Width at which the computed pair rate gives one dimer per patch and layer."""
    lo, hi = 4, 128
    assert lo * pair_rate(lo) < k_over_f < hi * pair_rate(hi)
    while hi - lo > 1:
        mid = (lo + hi) // 2
        if mid * pair_rate(mid) < k_over_f:
            lo = mid
        else:
            hi = mid
    low, high = math.log(lo * pair_rate(lo)), math.log(hi * pair_rate(hi))
    part = (math.log(k_over_f) - low) / (high - low)
    return math.exp(math.log(lo) + part * math.log(hi / lo))


# Diffusion profile and its squared sum, from the lattice balance equation
width = 40
sites = np.arange(1, width)
solved = np.linalg.solve(second_difference(width - 1).toarray(), np.ones(width - 1))
assert np.allclose(solved, sites * (width - sites) / 2, rtol=1e-9)
assert math.isclose(np.sum(solved**2), (width**5 - width) / 120, rel_tol=1e-9)
print(f"Lattice sum of (n k/F)^2 at L=40: {np.sum(solved**2):.1f}")
print(f"Continuum value L^5/120 at L=40: {width**5 / 120:.1f}")

# Step motion changes the integral only at second order in P = F L^2 / D
rest = moving_step_integral(0.0)
assert math.isclose(rest, 1 / 120, rel_tol=1e-4)
change_small = moving_step_integral(0.2) / rest - 1
change_large = moving_step_integral(0.4) / rest - 1
assert abs(change_large / change_small - 4) < 0.12
print(f"Relative change of integral at P=0.2: {change_small:.3e}")
print(f"Relative change of integral at P=0.4: {change_large:.3e}")

# Contact-charge formula against the direct meeting probability
rate_charge, rate_direct = pair_rate(8), direct_pair_rate(8, 40)
assert math.isclose(rate_charge, rate_direct, rel_tol=1e-5)
print(f"Dimer rate at L=8, contact charges: {rate_charge:.5f} F^2/k")
print(f"Dimer rate at L=8, direct solution: {rate_direct:.5f} F^2/k")

# Logarithmic law of the capture number; b is taken from the widest terrace only
widths = (16, 32, 64, 128)
sigma = {L: capture_number(L) for L in widths}
b = 128 * math.exp(-2 * math.pi / sigma[128])
slope = (1 / sigma[128] - 1 / sigma[64]) / math.log(2)
assert abs(slope * 2 * math.pi - 1) < 0.05
for L in (32, 64):
    assert abs(2 * math.pi / math.log(L / b) / sigma[L] - 1) < 0.03
for L in widths:
    print(f"Capture number at L={L}: computed {sigma[L]:.4f}, "
          f"log law {2 * math.pi / math.log(L / b):.4f}")
print(f"Length b in the log law: {b:.4f} lattice spacings")
print(f"Slope of 1/sigma against ln L, times 2 pi: {slope * 2 * math.pi:.4f}")

# Many-adatom simulation at the predicted threshold of one dimer per patch
L_sim, strip, layers = 10, 40, 300
ratio_sim = L_sim * pair_rate(L_sim)
found = simulate_dimers(L_sim, strip, ratio_sim, layers, seed=7)
per_patch = found / (layers * strip / L_sim)
assert abs(per_patch - 1) < 0.13       # about four standard errors of the count
print(f"Simulation at L=10: k/F = {ratio_sim:.0f}, sigma = {capture_number(10):.3f}")
print(f"Simulated dimers in {layers} layers on 4 patches: {found}")
print(f"Simulated dimers per patch and layer: {per_patch:.3f} "
      f"+/- {per_patch / math.sqrt(found):.3f} (predicted 1)")

# Worked example with round model parameters
attempt, barrier, temperature, flux, spacing = 1e13, 0.60, 500.0, 0.1, 0.3
k_b = Boltzmann / elementary_charge
hop = attempt * math.exp(-barrier / (k_b * temperature))
ratio = hop / flux
L_unit = (120 * ratio)**(1 / 6)
L_c = critical_width(ratio)
L_closed = brentq(lambda L: L**6 * 2 * math.pi / math.log(L / b) - 120 * ratio,
                  10, 200)
assert abs(L_closed / L_c - 1) < 0.01
sigma_c = 120 * ratio / L_c**6
peclet = L_c**2 / ratio
half, double = round(L_c / 2), round(2 * L_c)
L_ten = critical_width(10 * ratio)
exponent = math.log10(L_ten / L_c)
exponent_log = 1 / (6 - 1 / math.log(math.sqrt(L_c * L_ten) / b))
assert abs(exponent / exponent_log - 1) < 0.01
hop_64 = flux * 64 * pair_rate(64)
T_64 = barrier / (k_b * math.log(attempt / hop_64))

print(f"Attempt frequency per direction: {attempt:.1e} 1/s")
print(f"Diffusion barrier: {barrier:.2f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Flux: {flux:.1f} layers/s; layer time: {1 / flux:.1f} s")
print(f"Hop rate k per direction: {hop:.4e} 1/s")
print(f"Ratio k/F: {ratio:.4e}")
print(f"Critical width with sigma=1: {L_unit:.2f} lattice spacings")
print(f"Critical width from pair calculation: {L_c:.2f} lattice spacings")
print(f"Critical width from log law: {L_closed:.2f} lattice spacings")
print(f"Lattice spacing: {spacing:.1f} nm; critical width: {L_c * spacing:.1f} nm")
print(f"Capture number at critical width: {sigma_c:.3f}")
print(f"Dimers per patch and layer at L={half}: {half * pair_rate(half) / ratio:.4f}")
print(f"Dimers per patch and layer at L={double}: "
      f"{double * pair_rate(double) / ratio:.1f}")
print(f"P = F L^2/D at critical width: {peclet:.2e}")
print(f"Profile relaxation time L^2/(pi^2 D): {L_c**2 / (math.pi**2 * hop):.2e} s")
print(f"Mean adatoms on critical patch: {L_c**4 / (12 * ratio):.2e}")
print(f"Critical width at ten times k/F: {L_ten:.2f} lattice spacings")
print(f"Effective exponent: {exponent:.4f}; log law: {exponent_log:.4f}; "
      f"1/6 = {1 / 6:.4f}")
print(f"Hop rate needed for crossover at L=64: {hop_64:.4e} 1/s")
print(f"Crossover temperature at L=64: {T_64:.1f} K")
print("all tests passed")
```

Running it gives:

```
Lattice sum of (n k/F)^2 at L=40: 853333.0
Continuum value L^5/120 at L=40: 853333.3
Relative change of integral at P=0.2: -1.268e-03
Relative change of integral at P=0.4: -5.054e-03
Dimer rate at L=8, contact charges: 1108.81436 F^2/k
Dimer rate at L=8, direct solution: 1108.81408 F^2/k
Capture number at L=16: computed 2.8786, log law 2.9141
Capture number at L=32: computed 2.1987, log law 2.2052
Capture number at L=64: computed 1.7726, log law 1.7737
Capture number at L=128: computed 1.4834, log law 1.4834
Length b in the log law: 1.8523 lattice spacings
Slope of 1/sigma against ln L, times 2 pi: 0.9968
Simulation at L=10: k/F = 30019, sigma = 3.603
Simulated dimers in 300 layers on 4 patches: 1201
Simulated dimers per patch and layer: 1.001 +/- 0.029 (predicted 1)
Attempt frequency per direction: 1.0e+13 1/s
Diffusion barrier: 0.60 eV
Temperature: 500 K
Flux: 0.1 layers/s; layer time: 10.0 s
Hop rate k per direction: 8.9591e+06 1/s
Ratio k/F: 8.9591e+07
Critical width with sigma=1: 46.98 lattice spacings
Critical width from pair calculation: 41.81 lattice spacings
Critical width from log law: 41.80 lattice spacings
Lattice spacing: 0.3 nm; critical width: 12.5 nm
Capture number at critical width: 2.013
Dimers per patch and layer at L=21: 0.0205
Dimers per patch and layer at L=84: 53.8
P = F L^2/D at critical width: 1.95e-05
Profile relaxation time L^2/(pi^2 D): 1.98e-05 s
Mean adatoms on critical patch: 2.84e-03
Critical width at ten times k/F: 62.62 lattice spacings
Effective exponent: 0.1754; log law: 0.1755; 1/6 = 0.1667
Hop rate needed for crossover at L=64: 1.0151e+08 1/s
Crossover temperature at L=64: 605.6 K
all tests passed
```
